# Exciton fine structure and polarization in a $C_{2v}$ dot: test program

```python
# Exciton fine structure of a C2v dot (z = C2 axis; x, y in the mirror planes). Energies in ueV.
# H_h = Delta(9/4-Jz^2)/2 + rho(Jx^2-Jy^2),  H_ex = -sum_i (a_i J_i + b_i J_i^3 + c_i V_i) S_i,
# V_x = {Jx, Jy^2-Jz^2} cyclic, {A,B}=(AB+BA)/2.  Hole doublet cos|3/2>+sin|-1/2> and partner,
# tan(2 theta) = -2 sqrt3 rho/Delta.  Lowest states: B1 (x), B2 (y), A1 (z), A2 (forbidden).
# d0=(Ex+Ey-EA1-EA2)/2, d1=Ex-Ey, d2=EA1-EA2; f = dipole strengths (singlet weights).
# Under test: invariant counts, closed forms of d0,d1,d2,f, singlet kernel K_a, cubic term q.
import numpy as np
from scipy.linalg import expm
from scipy.constants import h as planck, e as charge

rng = np.random.default_rng(1)
kron, r3, I2, I3 = np.kron, np.sqrt(3.0), np.eye(2), np.eye(3)
sig = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
       np.array([[1, 0], [0, -1]], complex)]
S = [m / 2 for m in sig]
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
J6 = [kron(-1j * eps[i], I2) + kron(I3, S[i]) for i in range(3)]   # orbital XYZ x hole spin
cols = [kron(-np.array([1, 1j, 0]) / np.sqrt(2), [1, 0])]
for _ in range(3):
    v = (J6[0] - 1j * J6[1]) @ cols[-1]
    cols.append(v / np.linalg.norm(v))
P = np.array(cols).T
P8 = kron(P, I2)
J = [P.conj().T @ m @ P for m in J6]
assert np.allclose(sum(m @ m for m in J), 3.75 * np.eye(4))
ac = lambda A, B: (A @ B + B @ A) / 2
J2 = [m @ m for m in J]
J3 = [m @ m @ m for m in J]
V = [ac(J[i], J2[(i + 1) % 3] - J2[(i + 2) % 3]) for i in range(3)]

R = [I3, np.diag([-1., 1, 1]), np.diag([1., -1, 1]), np.diag([-1., -1, 1])]
u = [I2] + [expm(-1j * np.pi * s) for s in S]
G12 = [kron(kron(R[n], u[n]), u[n]) for n in range(4)]   # E, mirror x, mirror y, C2z
t2 = np.array([[0., -1], [1, 0]])
T12 = kron(kron(I3, t2), t2)                             # time reversal = T12 * conjugation
restrict = lambda E, G, T: ([E.conj().T @ g @ E for g in G], E.conj().T @ T @ E.conj())
G8, T8 = restrict(P8, G12, T12)
assert np.allclose(G8[1], -kron(expm(-1j * np.pi * J[0]), u[1]))
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
d12 = np.array([kron(I3[a], singlet) for a in range(3)])
d8 = d12 @ P8
for n in range(4):
    assert np.allclose(d12 @ G12[n], R[n] @ d12)
hv = rng.normal(size=6) + 1j * rng.normal(size=6)
ce = rng.normal(size=2) + 1j * rng.normal(size=2)
missing = kron(I3, t2) @ hv.conj()                       # removed valence electron state
assert np.allclose([np.vdot(missing, kron(I3[a], ce)) for a in range(3)],
                   np.sqrt(2) * d12 @ kron(hv, ce))

def symmetrize(H, G, T):
    H = sum(g @ H @ g.conj().T for g in G) / len(G)
    return (H + T @ H.conj() @ T.conj().T) / 2
vec = lambda H: np.concatenate([H.real.ravel(), H.imag.ravel()])
def count(G, T):
    n, rows = len(T), []
    for p in range(n):
        for q in range(n):
            E = np.zeros((n, n), complex)
            E[p, q] = 1 if p <= q else 1j
            rows.append(vec(symmetrize(E + E.conj().T, G, T)))
    return np.linalg.matrix_rank(np.array(rows), tol=1e-9)
even = [np.eye(8), kron(J2[2], I2), kron(J2[0] - J2[1], I2)]
odd = [-kron(O[i], S[i]) for O in (J, J3, V) for i in range(3)]
named = even + odd
n8 = count(G8, T8)
for M in named:
    assert np.allclose(symmetrize(M, G8, T8), M)
assert n8 == 12 == np.linalg.matrix_rank(np.array([vec(M) for M in named]), tol=1e-9)
c0, s0 = np.cos(0.3), np.sin(0.3)
D = kron(np.array([[c0, 0], [0, s0], [s0, 0], [0, c0]]), I2)
G4, T4 = restrict(D, G8, T8)
n4 = count(G4, T4)
assert n4 == 4
assert np.allclose(G4[1], -kron(sig[0], sig[0])) and np.allclose(G4[2], kron(sig[1], sig[1]))
for s in sig:
    assert np.allclose(symmetrize(kron(s, s), G4, T4), kron(s, s))

for _ in range(20):    # any invariant H, split-off included: one polarization per state at most
    M = rng.normal(size=(12, 12)) + 1j * rng.normal(size=(12, 12))
    w, U = np.linalg.eigh(symmetrize(M + M.conj().T, G12, T12))
    st = np.sort(abs(d12 @ U) ** 2, axis=0)
    assert st[1].max() < 1e-16 and (st[2] < 1e-16).sum() == 3

LAB = {(-1, 1): 'x', (1, -1): 'y', (1, 1): 'z', (-1, -1): 'A2'}
def label(w, U):
    out = {}
    for n in range(4):
        ch = [np.vdot(U[:, n], G8[m] @ U[:, n]).real for m in (1, 2)]
        assert np.allclose(np.abs(ch), 1, atol=1e-6)
        out[LAB[tuple(int(round(x)) for x in ch)]] = (w[n], U[:, n])
    assert len(out) == 4
    return out
def deltas(L):
    x, y, z, a2 = (L[k][0] for k in ('x', 'y', 'z', 'A2'))
    return np.array([(x + y - z - a2) / 2, x - y, z - a2])
strengths = lambda L: np.array([abs(d8 @ L[k][1]) ** 2 for k in ('x', 'y', 'z', 'A2')])
Hh = lambda De, rho: De * (2.25 * np.eye(4) - J2[2]) / 2 + rho * (J2[0] - J2[1])
def projected(De, rho, X):
    w, U = np.linalg.eigh(Hh(De, rho))
    E = kron(U[:, :2], I2)
    e, W = np.linalg.eigh(E.conj().T @ X @ E)
    return label(e, E @ W), kron(U[:, 2:], I2), w[2] - w[0]
def exact(De, rho, X):
    return label(*np.linalg.eigh(kron(Hh(De, rho), I2) + X))
theta = lambda De, rho: 0.5 * np.arctan(-2 * r3 * rho / De)
def A_coef(p, th):
    c, s, c2 = np.cos(th), np.sin(th), np.cos(2 * th)
    j = np.array([r3*s*c + s*s, r3*s*c - s*s, 1.5*c*c - 0.5*s*s])
    k = np.array([1.75*r3*s*c + 0.75*c*c + 2.5*s*s, 1.75*r3*s*c - 0.75*c*c - 2.5*s*s,
                  27/8*c*c - s*s/8])
    v = np.array([-r3/2*s*c - 0.75*c2, r3/2*s*c - 0.75*c2, r3*s*c])
    return -0.5 * (p[:3] * j + p[3:6] * k + p[6:] * v)
def d_formula(p, th):
    A = A_coef(p, th)
    return np.array([-2 * A[2], 2 * (A[0] + A[1]), 2 * (A[1] - A[0])])
f_formula = lambda t: np.array([(np.cos(t) - np.sin(t)/r3)**2/2, (np.cos(t) + np.sin(t)/r3)**2/2,
                                2 * np.sin(t)**2 / 3])
pol = lambda t: -r3 * np.sin(2 * t) / (2 + np.cos(2 * t))
pure = lambda p: np.array([1.5*p[2] + 27/8*p[5], 0.75*(p[4] + p[7] - p[3] + p[6]),
                           0.75*(p[3] - p[6] + p[4] + p[7])])
for _ in range(30):
    p, rho = rng.normal(size=9), rng.normal()
    X = sum(a * M for a, M in zip(p, odd))
    L, _, gap = projected(2.0, rho, X)
    th, F = theta(2.0, rho), strengths(L)
    assert np.allclose(deltas(L), d_formula(p, th), atol=1e-10)
    assert abs(gap - np.sqrt(4 + 12 * rho**2)) < 1e-10
    assert np.allclose(F, np.vstack([np.diag(f_formula(th)), np.zeros(3)]), atol=1e-10)
    assert abs(F.sum() - 1) < 1e-10
    assert abs((F[0, 0] - F[1, 1]) / (F[0, 0] + F[1, 1]) - pol(th)) < 1e-9
    assert np.allclose(deltas(projected(2.0, 0.0, X)[0]), pure(p), atol=1e-10)

def fit(X, basis):
    B = np.array([vec(M) for M in basis]).T
    co = np.linalg.lstsq(B, vec(X), rcond=None)[0]
    return co, np.linalg.norm(B @ co - vec(X))
kernel = lambda K: d8.conj().T @ np.diag(K) @ d8
def abc_kernel(K):
    Kj, Kk = np.roll(K, -1), np.roll(K, -2)
    return np.concatenate([0.75*K - 5/24*(Kj + Kk), -K/3 + (Kj + Kk)/6, (Kk - Kj)/6])
for _ in range(10):
    K, rho = rng.uniform(1, 3, 3), rng.normal()
    co, res = fit(kernel(K), named)
    assert res < 1e-10 and np.allclose(co[3:], abc_kernel(K))
    fx, fy, fz = K * f_formula(theta(2.0, rho))
    assert np.allclose(d_formula(co[3:], theta(2.0, rho)), [(fx + fy - fz)/2, fx - fy, fz])
    assert np.allclose(pure(co[3:]), [(K[0] + K[1])/4, (K[0] - K[1])/2, 0])
cubic = np.zeros((8, 8), complex)
for n in (np.array([1, -1, 0])/np.sqrt(2), np.array([1, 1, 0])/np.sqrt(2), I3[2]):
    Jn, Sn = sum(n[i]*J[i] for i in range(3)), sum(n[i]*S[i] for i in range(3))
    cubic -= kron(Jn @ Jn @ Jn, Sn)
abc_cubic = np.array([41/16, 41/16, 0, -0.25, -0.25, 1, 0.75, -0.75, 0])
co, res = fit(cubic, named)
assert res < 1e-10 and np.allclose(co[3:], abc_cubic)
assert np.allclose(pure(co[3:])[1:], [0, -1.5]) and fit(cubic, named[:9])[1] > 0.1

K, q, De, rho, eta = np.array([420., 380., 400.]), -1.0, 30000.0, 1000.0, 1000.0
X, p, th = kernel(K) + q * cubic, abc_kernel(K) + q * abc_cubic, theta(De, rho)
res6 = fit(X, named[:9])[1]
assert res6 > 1 and fit(X, named)[1] < 1e-9
L1, upper, W = projected(De, rho, X)
Lx = exact(De, rho, X)
err = lambda lam: np.linalg.norm(deltas(exact(De, rho, lam*X)) - lam*d_formula(p, th))
ratio = err(1.0) / err(0.5)
assert abs(ratio - 4) < 0.1      # third-order terms are about K/W = 1 percent
L2 = {k: (e - np.linalg.norm(upper.conj().T @ X @ v)**2 / W, v) for k, (e, v) in L1.items()}
assert np.linalg.norm(deltas(L2) - deltas(Lx)) < 0.05 * err(1.0)
Fx = strengths(Lx)
assert np.allclose(Fx, np.vstack([np.diag(np.diag(Fx[:3])), np.zeros(3)]), atol=1e-12)
w, U = np.linalg.eigh(kron(Hh(De, rho) + 2*eta*ac(J[0], J[1]), I2) + X)
dx, dy, _ = d8 @ U[:, 3]
ang = np.degrees(0.5*np.arctan2(2*(dx*dy.conj()).real, abs(dx)**2 - abs(dy)**2))
assert 3 < abs(ang) < 87 and abs((dx*dy.conj()).imag) < 1e-9

row = lambda v, n=3: ", ".join(f"{x + 0.0:.{n}f}" for x in np.round(v, n))
print("invariants 8x8, 4x4:", n8, n4)
print("Kx, Ky, Kz (ueV):", row(K, 0))
print("q, Delta, rho, eta (ueV):", row([q, De, rho, eta], 0))
print("a x,y,z (ueV):", row(p[:3]))
print("b x,y,z (ueV):", row(p[3:6]))
print("c x,y,z (ueV):", row(p[6:]))
print(f"fit residual without V terms (ueV): {res6:.3f}")
print("rho=0 Ax,Ay,Az (ueV):", row(A_coef(p, 0)))
print("rho=0 d0,d1,d2 first order (ueV):", row(pure(p)))
print("rho=0 d0,d1,d2 exact 8x8 (ueV):", row(deltas(exact(De, 0.0, X))))
print("rho=0 d0,d1,d2 if c dropped (ueV):", row(pure(np.r_[p[:6], 0, 0, 0])))
print(f"theta (rad): {th:.5f}; cos, sin: {np.cos(th):.5f}, {np.sin(th):.5f}")
print(f"hole gap W (ueV): {W:.1f}")
print("mixed Ax,Ay,Az (ueV):", row(A_coef(p, th)))
print("mixed d0,d1,d2 first order (ueV):", row(d_formula(p, th)))
print("mixed d0,d1,d2 second order (ueV):", row(deltas(L2)))
print("mixed d0,d1,d2 exact 8x8 (ueV):", row(deltas(Lx)))
print(f"error ratio on halving exchange: {ratio:.3f}")
print("fx,fy,fz formula:", row(f_formula(th), 5))
print("fx,fy,fz exact 8x8:", row(np.diag(Fx[:3]), 5))
print("K_a f_a x,y,z (ueV):", row(K * f_formula(th)))
print(f"linear polarization P formula: {pol(th):.4f}")
print(f"P exact 8x8: {(Fx[0,0]-Fx[1,1])/(Fx[0,0]+Fx[1,1]):.4f}")
nu = deltas(Lx) * 1e-6 * charge / planck
print("exact d0,d1,d2 over h (GHz):", row(nu / 1e9))
print(f"bright beat period h/d1 (ps): {1e12 / nu[1]:.1f}")
print(f"upper bright axis from x with shear eta (deg): {ang:.2f}")
print("verified")
```

It prints:

```
invariants 8x8, 4x4: 12 4
Kx, Ky, Kz (ueV): 420, 380, 400
q, Delta, rho, eta (ueV): -1, 30000, 1000, 1000
a x,y,z (ueV): 149.938, 111.604, 133.333
b x,y,z (ueV): -9.750, 10.250, -1.000
c x,y,z (ueV): 2.583, 4.083, -6.667
fit residual without V terms (ueV): 10.084
rho=0 Ax,Ay,Az (ueV): 4.625, 5.375, -98.312
rho=0 d0,d1,d2 first order (ueV): 196.625, 20.000, 1.500
rho=0 d0,d1,d2 exact 8x8 (ueV): 196.189, 19.912, 1.500
rho=0 d0,d1,d2 if c dropped (ueV): 196.625, 15.000, 0.375
theta (rad): -0.05748; cos, sin: 0.99835, -0.05745
hole gap W (ueV): 30199.3
mixed Ax,Ay,Az (ueV): 10.935, 12.114, -98.209
mixed d0,d1,d2 first order (ueV): 196.419, 46.099, 2.359
mixed d0,d1,d2 second order (ueV): 196.001, 46.126, 2.351
mixed d0,d1,d2 exact 8x8 (ueV): 195.999, 46.125, 2.351
error ratio on halving exchange: 4.009
fx,fy,fz formula: 0.53201, 0.46579, 0.00220
fx,fy,fz exact 8x8: 0.53003, 0.46345, 0.00216
K_a f_a x,y,z (ueV): 223.446, 176.999, 0.880
linear polarization P formula: 0.0664
P exact 8x8: 0.0670
exact d0,d1,d2 over h (GHz): 47.392, 11.153, 0.569
bright beat period h/d1 (ps): 89.7
upper bright axis from x with shear eta (deg): 15.53
verified
```
